# Downfolding the Emery model onto copper: scaling estimate and exact band: verification in Python

```python
"""Downfolding of the three-band Emery model onto the copper d orbital.

Electron picture, lattice constant 1, energies in eV.  Cu d level at 0,
O p_x and p_y levels at -gap, hoppings tpd (Cu-O) and tpp (O-O).
Copper-like (highest) band, written as
  E = e0 - 2 t (cos kx + cos ky) + 4 t' cos kx cos ky
         - 2 t'' (cos 2kx + cos 2ky) + ...
Result under test, for small tpd/gap and tpp/gap of the same order:
  t   = tpd^2/gap + 4 tpd^2 tpp/gap^2 + (14 tpd^2 tpp^2 - 8 tpd^4)/gap^3
  t'  = 2 tpd^2 tpp/gap^2 + (8 tpd^2 tpp^2 - 2 tpd^4)/gap^3
  t'' = (tpd^4 - 2 tpd^2 tpp^2)/gap^3
up to fifth-order remainders.
"""
import numpy as np
from scipy.optimize import brentq


def bloch_matrix(kx, ky, tpd, tpp, gap):
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    sx, sy = np.sin(kx / 2), np.sin(ky / 2)
    h = np.zeros(kx.shape + (3, 3), complex)
    h[..., 0, 1] = 2j * tpd * sx
    h[..., 0, 2] = -2j * tpd * sy
    h[..., 1, 2] = -4 * tpp * sx * sy
    h = h + np.conj(np.swapaxes(h, -1, -2))
    h[..., 1, 1] = -gap
    h[..., 2, 2] = -gap
    return h


def exact_band(kx, ky, tpd, tpp, gap):
    return np.linalg.eigvalsh(bloch_matrix(kx, ky, tpd, tpp, gap))[..., 2]


def self_energy(energy, kx, ky, tpd, tpp, gap):
    """Downfolded copper self-energy and its energy derivative."""
    s2 = np.sin(kx / 2)**2 + np.sin(ky / 2)**2
    p2 = np.sin(kx / 2)**2 * np.sin(ky / 2)**2
    w = energy + gap
    den = w**2 - 16 * tpp**2 * p2
    sigma = 4 * tpd**2 * (w * s2 + 8 * tpp * p2) / den
    return sigma, (4 * tpd**2 * s2 - 2 * w * sigma) / den


def low_order_bands(kx, ky, tpd, tpp, gap):
    """Second-order band and third-order band."""
    s2 = np.sin(kx / 2)**2 + np.sin(ky / 2)**2
    p2 = np.sin(kx / 2)**2 * np.sin(ky / 2)**2
    second = 4 * tpd**2 * s2 / gap
    return second, second + 32 * tpd**2 * tpp * p2 / gap**2


def fourier_hoppings(tpd, tpp, gap, n=64):
    """t, t', t'' from the Fourier coefficients of the exact band."""
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = np.meshgrid(k, k, indexing="ij")
    band = exact_band(kx, ky, tpd, tpp, gap)
    return np.array([-np.mean(band * np.cos(kx)),
                     np.mean(band * np.cos(kx) * np.cos(ky)),
                     -np.mean(band * np.cos(2 * kx))])


def series_hoppings(tpd, tpp, gap):
    """t, t', t'' (rows) at orders two, three and four (columns)."""
    a, b = tpd**2, tpp
    return np.array([
        [a / gap, 4 * a * b / gap**2, (14 * a * b**2 - 8 * a**2) / gap**3],
        [0.0, 2 * a * b / gap**2, (8 * a * b**2 - 2 * a**2) / gap**3],
        [0.0, 0.0, (a**2 - 2 * a * b**2) / gap**3]])


def real_space_matrix(size, tpd, tpp, gap):
    """Periodic lattice; each hopping is -strength * product of facing lobes."""
    def lobe(kind, dx, dy):
        return {"d": np.sign(dx**2 - dy**2), "x": np.sign(dx),
                "y": np.sign(dy)}[kind]

    sites = ([("d", 2 * i, 2 * j) for i in range(size) for j in range(size)]
             + [("x", 2 * i + 1, 2 * j) for i in range(size)
                for j in range(size)]
             + [("y", 2 * i, 2 * j + 1) for i in range(size)
                for j in range(size)])
    where = {(x, y): n for n, (_, x, y) in enumerate(sites)}
    h = np.zeros((len(sites), len(sites)))
    straight = [(1, 0), (-1, 0), (0, 1), (0, -1)]
    diagonal = [(1, 1), (1, -1), (-1, 1), (-1, -1)]
    for n, (kind, x, y) in enumerate(sites):
        if kind == "y":
            h[n, n] = -gap
            continue
        if kind == "x":
            h[n, n] = -gap
        steps, strength = ((straight, tpd) if kind == "d"
                           else (diagonal, tpp))
        for dx, dy in steps:
            m = where[((x + dx) % (2 * size), (y + dy) % (2 * size))]
            value = -strength * lobe(kind, dx, dy) * lobe(sites[m][0], -dx, -dy)
            h[n, m] = h[m, n] = value
    return h


tpd, tpp, gap = 1.0, 0.6, 6.0
model = (tpd, tpp, gap)
pi = np.pi

# Real-space lattice against the Bloch matrix, and Cu-O-O-Cu path sums
size = 6
lattice = real_space_matrix(size, *model)
kl = 2 * pi * np.arange(size) / size
bloch_levels = np.linalg.eigvalsh(bloch_matrix(kl[:, None], kl[None, :], *model))
assert np.allclose(np.linalg.eigvalsh(lattice), np.sort(bloch_levels.ravel()),
                   atol=1e-11)
ncu = size**2
cu_o = lattice[:ncu, ncu:]
o_o = lattice[ncu:, ncu:] + gap * np.eye(2 * ncu)
paths = cu_o @ o_o @ cu_o.T / (tpd**2 * tpp)
path_near, path_diag = paths[0, size], paths[0, size + 1]
assert abs(path_near + 4) < 1e-12 and abs(path_diag - 2) < 1e-12
assert abs(paths[0, 2 * size]) < 1e-12

# Scalar downfolded equation and copper weight against diagonalization
rng = np.random.default_rng(3)
for kx, ky in rng.uniform(0.2, pi, (20, 2)):
    top = self_energy(0.0, kx, ky, *model)[0]
    root = brentq(lambda e: self_energy(e, kx, ky, *model)[0] - e, 0.0, top,
                  xtol=1e-14)
    levels, vectors = np.linalg.eigh(bloch_matrix(kx, ky, *model))
    assert abs(root - levels[2]) < 1e-11
    weight = 1 / (1 - self_energy(root, kx, ky, *model)[1])
    assert abs(weight - abs(vectors[0, 2])**2) < 1e-10

# Closed forms at the symmetry points
dm = gap - 4 * tpp
e_x = -gap / 2 + np.sqrt(gap**2 / 4 + 4 * tpd**2)
e_m = -dm / 2 + np.sqrt(dm**2 / 4 + 8 * tpd**2)
assert abs(exact_band(0, 0, *model)) < 1e-12
assert abs(exact_band(pi, 0, *model) - e_x) < 1e-12
assert abs(exact_band(pi, pi, *model) - e_m) < 1e-12

# Hopping series: remainder must be of fifth order in the common scale
remainders = []
for scale in (1 / 32, 1 / 64):
    p = (scale * tpd, scale * tpp, gap)
    remainders.append(np.abs(fourier_hoppings(*p)
                             - series_hoppings(*p).sum(axis=1)))
hopping_slopes = np.log2(remainders[0] / remainders[1])
assert np.all(np.abs(hopping_slopes - 5) < 0.15), hopping_slopes

# Whole-band errors
kg = np.linspace(0, pi, 49)
gx, gy = np.meshgrid(kg, kg, indexing="ij")


def low_order_errors(scale):
    p = (scale * tpd, scale * tpp, gap)
    exact = exact_band(gx, gy, *p)
    return np.array([np.max(np.abs(b - exact))
                     for b in low_order_bands(gx, gy, *p)])


def downfolding_errors(cu_o_hopping):
    p = (cu_o_hopping, tpp, gap)
    exact = exact_band(gx, gy, *p)
    sigma, slope = self_energy(0.0, gx, gy, *p)
    return np.array([np.max(np.abs(sigma - exact)),
                     np.max(np.abs(sigma / (1 - slope) - exact))])


band_slopes = np.log2(low_order_errors(1 / 64) / low_order_errors(1 / 128))
assert np.all(np.abs(band_slopes - [3, 4]) < 0.1), band_slopes
fold_slopes = np.log2(downfolding_errors(1 / 16) / downfolding_errors(1 / 32))
assert np.all(np.abs(fold_slopes - [4, 6]) < 0.1), fold_slopes

# Sign change of t' when tpp is comparable with tpd^2/gap (wide gap)
wide = 60.0
sign_cases = []
for factor in (0.5, 1.5):
    small_tpp = factor * tpd**2 / wide
    found = fourier_hoppings(tpd, small_tpp, wide)[1]
    expected = 2 * tpd**2 * (small_tpp - tpd**2 / wide) / wide**2
    assert abs(found / expected - 1) < 0.05
    sign_cases.append((factor, found, expected))
assert sign_cases[0][1] < 0 < sign_cases[1][1]

# Without tpp: t' is negative, yet the line kx + ky = pi is a contour
no_tpp = fourier_hoppings(tpd, 0.0, gap)
assert no_tpp[1] < 0
assert np.ptp(exact_band(kg, pi - kg, tpd, 0.0, gap)) < 1e-12

# Half-filling Fermi energy and shape of the exact Fermi contour
nf = 300
kf = (np.arange(nf) + 0.5) * pi / nf
fermi = np.median(exact_band(kf[:, None], kf[None, :], *model))


def contour_ratio(energy):
    c = tpp * (tpp * energy + 2 * tpd**2)
    return c / (tpd**2 * (energy + gap) + 2 * c)


ratio = contour_ratio(fermi)
values = []
for kx in np.linspace(1.0, pi, 9):
    ky = brentq(lambda q: exact_band(kx, q, *model) - fermi, 0.0, pi,
                xtol=1e-13)
    values.append(-2 * (np.cos(kx) + np.cos(ky))
                  + 4 * ratio * np.cos(kx) * np.cos(ky))
assert np.ptp(values) < 1e-10
nodal = brentq(lambda q: exact_band(q, q, *model) - fermi, 0.0, pi)

# Worked example
print(f"t_pd = {tpd:.2f} eV, t_pp = {tpp:.2f} eV, Delta = {gap:.2f} eV")
print(f"t_pd^2/Delta = {tpd**2 / gap:.4f} eV, Delta - 4 t_pp = {dm:.2f} eV")
print(f"Cu-O-O-Cu path sum / (t_pd^2 t_pp): near {path_near:.0f}, "
      f"diagonal {path_diag:.0f}")
terms = series_hoppings(*model)
exact_hop = fourier_hoppings(*model)
for name, row, value in zip(("t", "t'", "t''"), terms, exact_hop):
    print(f"{name}: order 2, 3, 4 terms = {row[0]:.4f}, {row[1]:.4f}, "
          f"{row[2]:.4f} eV")
    partial = np.cumsum(row)
    print(f"{name}: sums to order 2, 3, 4 = {partial[0]:.4f}, "
          f"{partial[1]:.4f}, {partial[2]:.4f} eV; exact {value:.4f} eV")
for name, kx, ky in (("(pi,0)", pi, 0.0), ("(pi,pi)", pi, pi)):
    e = float(exact_band(kx, ky, *model))
    second, third = low_order_bands(kx, ky, *model)
    sigma, slope = self_energy(0.0, kx, ky, *model)
    z = 1 / (1 - self_energy(e, kx, ky, *model)[1])
    print(f"E{name}: exact {e:.4f} eV, order 2 {second:.4f} eV, "
          f"order 3 {third:.4f} eV")
    print(f"E{name}: frozen {sigma:.4f} eV, linearised "
          f"{sigma / (1 - slope):.4f} eV; Cu weight {z:.4f}")
for scale in (1.0, 0.5, 0.25):
    err = low_order_errors(scale)
    width = float(exact_band(pi, pi, scale * tpd, scale * tpp, gap))
    print(f"hoppings x {scale:.2f}: E(pi,pi) {width:.5f} eV, max error "
          f"order 2 {err[0]:.5f} eV, order 3 {err[1]:.5f} eV")
err = downfolding_errors(tpd)
print(f"max error: frozen {err[0]:.4f} eV, linearised {err[1]:.4f} eV")
print("error exponents, order-2 and order-3 bands (common scale): "
      f"{band_slopes[0]:.2f}, {band_slopes[1]:.2f}")
print("error exponents, frozen and linearised bands (t_pd only): "
      f"{fold_slopes[0]:.2f}, {fold_slopes[1]:.2f}")
print("remainder exponents of t, t', t'' series: "
      + ", ".join(f"{s:.2f}" for s in hopping_slopes))
print(f"half-filling Fermi energy = {fermi:.3f} eV")
print(f"Fermi contour on diagonal: kx = ky = {nodal / pi:.3f} pi/a")
print(f"contour ratio r(E_F) = {ratio:.3f}, 2 t_pp/Delta = "
      f"{2 * tpp / gap:.3f}, Fourier t'/t = {exact_hop[1] / exact_hop[0]:.3f}")
print(f"t_pp = 0, Delta = {gap:.0f} eV: exact t' = {no_tpp[1]:.5f} eV, "
      f"t'' = {no_tpp[2]:.5f} eV")
for factor, found, expected in sign_cases:
    print(f"Delta = {wide:.0f} eV, t_pp = {factor:.1f} t_pd^2/Delta: "
          f"t' exact {found * 1e6:.3f}, formula {expected * 1e6:.3f} micro-eV")
print("all good")
```

Running it gives:

```
t_pd = 1.00 eV, t_pp = 0.60 eV, Delta = 6.00 eV
t_pd^2/Delta = 0.1667 eV, Delta - 4 t_pp = 3.60 eV
Cu-O-O-Cu path sum / (t_pd^2 t_pp): near -4, diagonal 2
t: order 2, 3, 4 terms = 0.1667, 0.0667, -0.0137 eV
t: sums to order 2, 3, 4 = 0.1667, 0.2333, 0.2196 eV; exact 0.1946 eV
t': order 2, 3, 4 terms = 0.0000, 0.0333, 0.0041 eV
t': sums to order 2, 3, 4 = 0.0000, 0.0333, 0.0374 eV; exact 0.0213 eV
t'': order 2, 3, 4 terms = 0.0000, 0.0000, 0.0013 eV
t'': sums to order 2, 3, 4 = 0.0000, 0.0000, 0.0013 eV; exact 0.0041 eV
E(pi,0): exact 0.6056 eV, order 2 0.6667 eV, order 3 0.6667 eV
E(pi,0): frozen 0.6667 eV, linearised 0.6000 eV; Cu weight 0.9160
E(pi,pi): exact 1.5526 eV, order 2 1.3333 eV, order 3 1.8667 eV
E(pi,pi): frozen 2.2222 eV, linearised 1.3740 eV; Cu weight 0.7684
hoppings x 1.00: E(pi,pi) 1.55261 eV, max error order 2 0.21928 eV, order 3 0.31406 eV
hoppings x 0.50: E(pi,pi) 0.38568 eV, max error order 2 0.05234 eV, order 3 0.01432 eV
hoppings x 0.25: E(pi,pi) 0.09106 eV, max error order 2 0.00772 eV, order 3 0.00061 eV
max error: frozen 0.6696 eV, linearised 0.1786 eV
error exponents, order-2 and order-3 bands (common scale): 3.00, 4.02
error exponents, frozen and linearised bands (t_pd only): 3.99, 5.99
remainder exponents of t, t', t'' series: 5.01, 5.01, 5.02
half-filling Fermi energy = 0.651 eV
Fermi contour on diagonal: kx = ky = 0.470 pi/a
contour ratio r(E_F) = 0.151, 2 t_pp/Delta = 0.200, Fourier t'/t = 0.110
t_pp = 0, Delta = 6 eV: exact t' = -0.00546 eV, t'' = 0.00275 eV
Delta = 60 eV, t_pp = 0.5 t_pd^2/Delta: t' exact -4.596, formula -4.630 micro-eV
Delta = 60 eV, t_pp = 1.5 t_pd^2/Delta: t' exact 4.622, formula 4.630 micro-eV
all good
```
